# First-hit probabilities for three collinear sites on a square lattice

## Problem

A walker moves on an infinite square lattice of unit spacing. At each step it goes to one of its four nearest neighbours with probability \(1/4\). The three sites \(-e,\,0,\,e\), with \(e=(1,0)\), absorb it the first time it steps onto one of them. With what probability does a walker from infinity first hit each end, and with what probability the middle?

"From infinity" means the limit of the hitting probabilities as the starting site recedes. That this limit exists, and does not depend on the direction of recession, is part of what must be shown. The question matters for diffusion-limited growth, where the hitting law decides which part of a cluster receives the next particle.

## First estimate by scaling

Replace the row by a thin absorbing needle of length \(\ell\) and the walk by continuum diffusion. The steady walker density \(\varphi\) then obeys Laplace's equation and vanishes on the needle. Let \(\rho\) be the distance from a tip and \(\psi\) the angle measured from the outward prolongation of the needle. The two faces lie at \(\psi=\pm\pi\), and the leading solution that vanishes there and is positive between them is

\[
\varphi\propto\rho^{1/2}\cos(\psi/2).
\]

The flux into a face is \(|\partial_\psi\varphi|/\rho\propto\rho^{-1/2}\). Integrated from the tip to a distance \(s\), it grows as \(s^{1/2}\). Each half of the needle, of length \(\ell/2\), must collect probability \(1/2\). Extending the tip law to the centre therefore gives

\[
q(s)\approx\tfrac12\left(\frac{s}{\ell/2}\right)^{1/2}.
\]

If each site stands for a unit length, then \(\ell=3\), and an end site covers \(0<s<1\). The estimate is \(q(1)=\tfrac12\sqrt{2/3}\approx0.41\) for each end and \(1-2q(1)\approx0.18\) for the middle. The ends screen the middle, which receives well under a third of the walkers.

## Exact solution

**The potential kernel.** Let \(\lambda(k)=\tfrac12(\cos k_1+\cos k_2)\) and define

\[
a(x)=\int_{-\pi}^{\pi}\!\int_{-\pi}^{\pi}\frac{d^2k}{(2\pi)^2}\,\frac{1-\cos k\cdot x}{1-\lambda(k)} .
\]

Near \(k=0\) numerator and denominator are both of order \(k^2\), so the integral converges. Averaging \(\cos k\cdot x\) over the four neighbours of \(x\) multiplies it by \(\lambda(k)\), because the sine terms from opposite neighbours cancel. With \(\langle a\rangle(x)\) denoting the neighbour average,

\[
\langle a\rangle(x)-a(x)=\int\!\frac{d^2k}{(2\pi)^2}\,\frac{(1-\lambda)\cos k\cdot x}{1-\lambda}
=\begin{cases}1,&x=0\\0,&x\neq0.\end{cases}\tag{1}
\]

Clearly \(a(0)=0\). The four neighbours of the origin have equal \(a\) by symmetry, so (1) at \(x=0\) gives \(a(1,0)=1\).

For \(a(1,1)\), set \(\alpha=(k_1+k_2)/2\) and \(\beta=(k_1-k_2)/2\). Then \(\lambda=\cos\alpha\cos\beta\) and \(k\cdot x=2\alpha\). The square \(|\alpha|,|\beta|\le\pi\) covers the Brillouin zone twice, so the average over the zone equals the average over this square. With \(c=\cos\alpha\) and \(t=\tan(\beta/2)\),

\[
\int_{-\pi}^{\pi}\frac{d\beta}{1-c\cos\beta}
=\int_{-\infty}^{\infty}\frac{2\,dt}{(1-c)+(1+c)t^2}
=\frac{2\pi}{\sqrt{1-c^2}}=\frac{2\pi}{|\sin\alpha|}.
\]

Since \(1-\cos2\alpha=2\sin^2\alpha\),

\[
a(1,1)=\frac1{2\pi}\int_{-\pi}^{\pi}\frac{2\sin^2\alpha}{|\sin\alpha|}\,d\alpha=\frac{1}{2\pi}\,(2\cdot4)=\frac4\pi .
\]

Equation (1) at \((1,0)\) reads \(a(2,0)+a(0)+2a(1,1)=4a(1,0)\). Hence

\[
A\equiv a(2,0)=4-\frac8\pi .
\]

**Two bounded harmonic functions.** The kernel itself is unbounded, but the differences

\[
f(x)=a(x)-a(x-e),\qquad g(x)=a(x)-a(x+e)
\]

vanish at infinity. Their Fourier integrands are oscillating factors times functions of order \(1/|k|\) near \(k=0\). Such functions are integrable in two dimensions, so the Riemann–Lebesgue lemma applies. Being finite at every site, \(f\) and \(g\) are therefore bounded. By (1), each equals its neighbour average except at absorbing sites.

The walker is certain to be absorbed. In the coordinates \(x_1\pm x_2\) the walk is two independent one-dimensional walks, so the probability of being back at the start after \(2n\) steps is \(\left[\binom{2n}{n}4^{-n}\right]^2\sim1/(\pi n)\). The sum over \(n\) diverges, which makes the walk recurrent, and a recurrent walk on this connected lattice visits every site.

Thus \(f\), evaluated along the path up to absorption, has a constant mean. Because \(f\) is bounded, this remains true at the absorption time itself: \(f(x)\) equals the mean of \(f\) at the site hit. The same holds for \(g\).

Let \(m,p_+,p_-\) be the probabilities of first hitting \(0,e,-e\) from an outside site \(x\). The boundary values are

\[
f(0)=-1,\quad f(e)=1,\quad f(-e)=1-A,
\]
\[
g(0)=-1,\quad g(e)=1-A,\quad g(-e)=1 .
\]

Therefore

\[
f(x)=-m+p_++(1-A)p_-,\qquad g(x)=-m+(1-A)p_++p_- .
\]

Add these and use \(p_++p_-=1-m\):

\[
f+g=-2m+(2-A)(1-m)=(2-A)-(4-A)m .
\]

Here \(4-A=8/\pi\) and \(2-A=8/\pi-2\). Solving for \(m\), and subtracting the two equations for the difference of the ends, gives

\[
m=1-\frac\pi4-\frac\pi8\,(f+g),\qquad p_+-p_-=\frac{f-g}{A}.\tag{2}
\]

These hold for every outside starting site. As \(x\) recedes in any direction, \(f\) and \(g\) vanish, so

\[
\boxed{\,m\to1-\frac\pi4\approx0.2146,\qquad p_\pm\to\frac\pi8\approx0.3927\,}
\]

Neither the existence of the limit nor the equality of the ends was assumed.

A direct solution of the walk in a reflecting box of half-width 150 spacings, started at a corner and with the two ends averaged, gives 0.214602 and 0.392699. It agrees with the formulas to all six printed digits and makes no use of the kernel.

**A finite starting distance.** Far from the origin, \(\langle a\rangle-a\approx\tfrac14\nabla^2a\). The unit source in (1) then requires \(\tfrac14\,2\pi r\,a'(r)=1\), so \(a\approx(2/\pi)\ln r\) plus a constant. For a start at distance \(r\) and angle \(\theta\) from the row,

\[
f+g=-[a(x+e)+a(x-e)-2a(x)]\approx-\partial_{x_1}^2a=\frac{2\cos2\theta}{\pi r^2},
\]
\[
f-g=a(x+e)-a(x-e)\approx2\,\partial_{x_1}a=\frac{4\cos\theta}{\pi r}.
\]

Since \(A=4(\pi-2)/\pi\), (2) becomes, to leading order,

\[
m-\left(1-\frac\pi4\right)\approx-\frac{\cos2\theta}{4r^2},\qquad
p_+-p_-\approx\frac{\cos\theta}{(\pi-2)r}.
\]

Unless \(\cos\theta=0\), the middle forgets the start faster than the ends do: its shift falls as \(1/r^2\), theirs as \(1/r\). On the diagonals \(|x_1|=|x_2|\) the shift of the middle is exactly zero: by symmetry the horizontal and vertical neighbour pairs of \(x\) have equal sums of \(a\), so (1) makes each sum \(2a(x)\) and \(f+g=0\). For \(r=20\) along the row, (2) gives 0.41494 for the near end, 0.21398 for the middle and 0.37109 for the far end. The ends differ by 0.04385, against \(1/[20(\pi-2)]=0.0438\) from the leading term. The middle is shifted by \(-0.0006\), in agreement with \(-1/1600\).

**Where a growing cluster gains its next particle.** Suppose the walker sticks at its last empty site when it tries to enter the row. Let \(N(z)\) be the mean number of visits to an outside site \(z\) before absorption, for a walker from infinity. The bounded function \(a(x-z)-a(x)\) gains 1 on average at each visit to \(z\). Equating its total mean gain to \(N\), and letting the start recede, gives

\[
N(z)=\sum_y H(y)\,[a(y-z)-a(y)]=\sum_y H(y)\,a(y-z)-\frac\pi4,
\]

where \(H\) is the limiting hitting law. The subtraction is \(2(\pi/8)a(1,0)=\pi/4\).

For the tip site \(z=(2,0)\) we need \(a(3,0)\). Equation (1) at \((1,1)\) gives \(a(2,1)=2a(1,1)-a(1,0)=8/\pi-1\). At \((2,0)\) it gives \(a(3,0)=4A-1-2a(2,1)=17-48/\pi\). Then

\[
\begin{aligned}
N&=\frac\pi8\left(18-\frac{48}\pi\right)+\left(1-\frac\pi4\right)\left(4-\frac8\pi\right)-\frac\pi4\\
&=\left(\frac{9\pi}4-6\right)+\left(6-\pi-\frac8\pi\right)-\frac\pi4=\pi-\frac8\pi .
\end{aligned}
\]

Each neighbouring site touches one site of the row, so a quarter of the visits end in absorption:

\[
P_{\rm tip}=\frac\pi4-\frac2\pi\approx0.149 .
\]

An end is entered from one tip site and two equivalent side sites. Each of the latter has probability \(\tfrac12(\pi/8-P_{\rm tip})=1/\pi-\pi/16\approx0.122\). Each site beside the middle has \(\tfrac12(1-\pi/4)\approx0.107\). A tip site is therefore favoured over a site beside the middle by a factor of about 1.4.

## Comparison of the two

The scaling estimate is 4% too high for an end and 14% too low for the middle, relative to the exact values. To separate the extended tip law from the continuum replacement, solve the needle exactly. The map \(w\mapsto(\ell/4)(w+1/w)\) takes the outside of the unit circle to the outside of the needle. The hitting law from infinity is uniform on the circle and is carried over by the map, so the needle coordinate is \((\ell/2)\cos\phi\) with \(\phi\) uniform. The central unit length then receives

\[
\frac2\pi\arcsin\frac1\ell ,
\]

which is 0.216 for \(\ell=3\), within 1% of the lattice value. Most of the scaling error thus came from using the tip law as far as the centre. The close agreement still depends on the chosen length: taking the distance between the end sites, \(\ell=2\), gives \(1/3\) to each of the three sites, and the preference for the ends disappears. The continuum shows that the flux per unit length is greatest near the tips, but it does not fix the effective length, on which the shares of the sites in so short a row depend.

## Beside a real surface

Consider a three-atom row on a square surface with rough values in the regime of copper on Cu(100): spacing 0.26 nm, 300 K, flux 0.01 monolayer/s, terrace barrier 0.45 eV, edge barrier 0.25 eV and attempt rate \(10^{12}\) s\(^{-1}\) per direction. In a reflecting cell of \(21\times21\) sites, about 5.5 nm wide, release at a uniformly chosen outside site changes the middle probability only from 0.2146 to 0.2156. The mean walk takes about 600 attempted steps, counting those blocked by the cell walls. At about \(4\times3\times10^4\) attempts per second it lasts about 5 ms. With \(0.01\times441\approx4.4\) arrivals per second, a mean of about 0.02 adatoms is present, so treating walkers one at a time is reasonable. The row itself is held fixed in this model. At 300 K and the same attempt rate, any rearrangement of the row with a barrier below about \(k_BT\ln(10^{12}/4.4)\approx0.68\) eV would occur, on average, at least once between arrivals. Copper fails this condition. A relaxed-slab estimate with a second-moment tight-binding potential gives a barrier of about 0.40 to 0.44 eV, depending on the copper parameter set, for moving an end atom round to the side of the row. This is close to the terrace barrier in the same potential, it shifts by only about 0.001 eV between slabs of \(6\times6\times5\) and \(8\times8\times6\) atoms, and the bent row lies about 0.07 eV below the straight one. At 300 K the row would then bend many times during a single 5 ms walk. The example therefore illustrates the supply of walkers, while the hitting law itself applies only to a row that stays straight throughout the walk.

For a row that does stay straight, the sticking rule matters more than whether walkers come from infinity or are released uniformly over the cell; release within a few spacings of the row can matter as much as the rule. An adatom that binds on first contact is absorbed by the eight neighbouring sites, not by the row. For a walker from infinity, each tip site then receives 0.190, each site beside an end 0.122 and each site beside the middle 0.065. The preference for a tip site over a site beside the middle rises from 1.4 to 2.9.

Nor does arrival fix the final shape. With the assumed edge barrier, an atom on a straight edge hops about \(6\times10^7\) times per second in each direction, more than \(10^7\) times per arrival, so its place of arrival there is soon forgotten. Rounding a corner is a separate process that this barrier does not describe. At the same flux, the edge hop rate per direction would match the arrival rate at about 110 K, but the terrace hop rate would then be only a few times \(10^{-9}\) s\(^{-1}\) per direction. For these parameters, cooling stops the supply of walkers before it preserves their arrival sites. The values \(\pi/8\) and \(1-\pi/4\) also require equal nearest-neighbour hops: unequal rates, diagonal hops or a drift change the kernel or the recurrence on which they rest. The numerical output lists the parameters and the computed hop rates and probabilities.

## Computed results

```
a(1,0), 2D quadrature: 1.00000 (dimensionless)
a(1,1), formula: 1.273240; 2D quadrature: 1.27324
a(2,0), formula: 1.453521; 2D quadrature: 1.45352
End probability, formula: 0.392699; box: 0.392699
Middle probability, formula: 0.214602; box: 0.214602
Box half-widths: 75 and 150 spacings
Middle-probability shift between boxes: 3.3e-09
Start (10,3), order middle, right end, left end:
  formula: 0.21269, 0.43391, 0.35340
  box:     0.21269, 0.43407, 0.35324
Last-step probability per neighbouring site:
  tip, formula: 0.148778; box: 0.148778
  beside end, formula: 0.121960; box: 0.121960
  beside middle, formula: 0.107301; box: 0.107301
First-contact probability per neighbouring site:
  tip: 0.190489
  beside end: 0.122353
  beside middle: 0.064806
Lattice spacing: 0.26 nm
Example start: 20 spacings = 5.20 nm along the row
  near-end probability: 0.41494
  middle probability: 0.21398
  far-end probability: 0.37109
Temperature: 300 K
Flux: 0.01 monolayer/s
Attempt rate per direction: 1.0e+12 1/s
Terrace barrier: 0.45 eV
Edge barrier: 0.25 eV
Cell: 21 by 21 = 441 sites, width 5.46 nm
  uniform release, each end: 0.39220
  uniform release, middle: 0.21559
  mean steps to absorption: 599.9
Terrace hop rate per direction: 2.756e+04 1/s
Adatom lifetime: 5.44 ms
Arrival rate per cell: 4.41 1/s
Mean number of adatoms per cell: 0.0240
Edge hop rate per direction: 6.312e+07 1/s
Edge hops per arrival: 1.43e+07
Temperature where edge hops match arrivals: 111.0 K
Terrace hop rate there: 3.63e-09 1/s
```
